**Uniform precursor flux in ideal stagnation flow: numerical test**

The program tests the flux formula J = c_f/(1/k + I/D + E(H)/W) for a precursor carried from a showerhead at height H to a reactive wafer. Here c_f is the feed density, k the wall rate constant, D the diffusivity and W the inlet speed; E is the decay factor of the vertical concentration gradient, and I is its integral over the gap. Symbolic algebra asserts that the flow satisfies the momentum equations and that the energy identity behind uniqueness holds. A two-dimensional finite-volume solution, free to vary with radius, is asserted to be uniform and to agree with the formula, also at other inlet speeds with a very reactive wall. Further assertions require that non-uniform feed, inlet speed or sticking spoil the uniformity, and that a random disturbance of the gas decays. For a dilute trimethylaluminium pulse with rough parameters, the output shows an initial flux of 7.14 nm⁻² s⁻¹ and 99 % coverage after 1.36 s, against 1.34 s from the fast-gas law. An inert ring around the wafer raises the flux by about 12 % in the outermost 2.5 mm, while the centre is practically unaffected.

## Verification by program

```python
# RESULT UNDER TEST
# Between a showerhead (z=H) and a wafer (z=0) the gas moves with axial velocity
# w = -W*phi(z/H) and radial velocity u_r = r*W*phi'(z/H)/(2H). With uniform feed
# concentration c_f and uniform wall rate constant k the precursor flux is the
# same at every radius:
#   J = c_f / (1/k + I/D + E(H)/W),
#   E(z) = exp(-(W/D) * integral_0^z phi),   I = integral_0^H E dz.
# D: diffusivity, W: inlet speed, theta: coverage, N_s: site density.
# During a pulse k = k0*(1-theta), and for fast gas response
#   t = (N_s/c_f) * (-ln(1-theta)/k0 + (I/D + E(H)/W)*theta).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve, splu

# ---------- inputs: rough values for trimethylaluminium in nitrogen ----------
temperature = 500.0            # K
pressure_torr = 1.0
gap = 0.020                    # m
wafer_radius = 0.150           # m
inlet_speed = 1.0              # m/s
diffusivity = 0.0140           # m2/s
viscosity = 2.6e-5             # Pa s
mole_fraction = 1.0e-3
sticking = 0.01
site_density = 4.0e18          # 1/m2
mass_carrier = 28.0 * const.atomic_mass
mass_precursor = 72.1 * const.atomic_mass

pressure = pressure_torr * const.torr
thermal_energy = const.k * temperature
gas_density = pressure / thermal_energy
feed_density = mole_fraction * gas_density
kinematic_viscosity = viscosity / (gas_density * mass_carrier)
reynolds = inlet_speed * gap / kinematic_viscosity
peclet = inlet_speed * gap / diffusivity

# ---------- wall rate from the one-sided Maxwell flux ----------
mean_speed = np.sqrt(8 * thermal_energy / (np.pi * mass_precursor))
sigma = np.sqrt(thermal_energy / mass_precursor)
one_sided = quad(lambda v: v * np.exp(-v**2 / (2 * sigma**2))
                 / (sigma * np.sqrt(2 * np.pi)), 0, 12 * sigma)[0]
assert abs(one_sided / (mean_speed / 4) - 1) < 1e-7
wall_rate = sticking * mean_speed / 4

# ---------- symbolic test: flow equations and energy identity ----------
r, z, W, nu, D = sp.symbols("r z W nu D", positive=True)
f = sp.Function("f")(z)
e = sp.Function("e")(r, z)
ur, uz = r * W * sp.diff(f, z) / 2, -W * f


def divergence(radial, axial):
    return sp.diff(r * radial, r) / r + sp.diff(axial, z)


def laplacian(g):
    return divergence(sp.diff(g, r), sp.diff(g, z))


assert sp.simplify(divergence(ur, uz)) == 0
radial_force = (ur * sp.diff(ur, r) + uz * sp.diff(ur, z)
                - nu * (laplacian(ur) - ur / r**2))
axial_force = (ur * sp.diff(uz, r) + uz * sp.diff(uz, z) - nu * laplacian(uz))
similarity = (sp.diff(f, z, 3) + W / nu
              * (f * sp.diff(f, z, 2) - sp.diff(f, z)**2 / 2))
assert sp.simplify(radial_force + r * nu * W / 2 * similarity) == 0
assert sp.simplify(sp.diff(axial_force, r)) == 0
er, ez = sp.diff(e, r), sp.diff(e, z)
left = e * divergence(ur * e - D * er, uz * e - D * ez)
right = (divergence(ur * e**2 / 2 - D * e * er, uz * e**2 / 2 - D * e * ez)
         + D * (er**2 + ez**2))
assert sp.simplify(sp.expand(left - right)) == 0

# ---------- flow profile between porous showerhead and wafer ----------


def flow_rhs(x, y, p):
    return np.vstack([y[1], y[2],
                      p[0] - reynolds * (y[0] * y[2] - y[1]**2 / 2)])


def flow_bc(a, b, p):
    return np.array([a[0], a[1], b[0] - 1, b[1]])


x0 = np.linspace(0, 1, 101)
start = np.vstack([3 * x0**2 - 2 * x0**3, 6 * x0 - 6 * x0**2, 6 - 12 * x0])
flow = solve_bvp(flow_rhs, flow_bc, x0, start, p=[-12.0], tol=1e-8)
assert flow.success
pressure_constant = flow.p[0]
xg = np.linspace(0, 1, 401)
phi = CubicSpline(xg, flow.sol(xg)[0])
phi_integral = phi.antiderivative()
slope = flow.sol(xg)[1]
assert slope.min() > -1e-7 and pressure_constant < 0


def gas_resistances(speed, diff):
    """Diffusive and inlet resistance (s/m) from the derived formula."""
    ratio = speed * gap / diff
    integral = quad(lambda x: np.exp(-ratio * phi_integral(x)), 0, 1,
                    epsabs=1e-10, limit=200)[0]
    return gap * integral / diff, np.exp(-ratio * phi_integral(1.0)) / speed


# ---------- two-dimensional finite volumes, radius fully resolved ----------


def build(faces, nz, speed, rate, feed, stream=None):
    """Loss matrix, source, cell volumes, wall conductance per area."""
    nr = len(faces) - 1
    dz = gap / nz
    ph = phi(np.linspace(0, 1, nz + 1))
    area = np.pi * np.diff(faces**2)
    stream = np.pi * faces**2 if stream is None else stream
    centres = (faces[1:] + faces[:-1]) / 2
    wall = rate / (1 + rate * dz / (2 * diffusivity))
    rows, cols, vals = [], [], []
    source = np.zeros(nr * nz)

    def add(i, j, v):
        rows.append(i)
        cols.append(j)
        vals.append(v)

    def link(a, b, q, g):      # transport from cell a to cell b
        add(a, a, q / 2 + g)
        add(a, b, q / 2 - g)
        add(b, a, -q / 2 - g)
        add(b, b, -q / 2 + g)

    for i in range(nr):
        inflow = speed * (stream[i + 1] - stream[i])
        for j in range(nz):
            n = i * nz + j
            if j < nz - 1:
                link(n + 1, n, inflow * ph[j + 1], diffusivity * area[i] / dz)
            outflow = speed * (ph[j + 1] - ph[j]) * stream[i + 1]
            if i < nr - 1:
                g = (diffusivity * 2 * np.pi * faces[i + 1] * dz
                     / (centres[i + 1] - centres[i]))
                link(n, n + nz, outflow, g)
            else:
                add(n, n, outflow)
        add(i * nz, i * nz, wall[i] * area[i])
        source[i * nz + nz - 1] = inflow * ph[nz] * feed[i]
    matrix = coo_matrix((vals, (rows, cols)), shape=(nr * nz,) * 2).tocsc()
    return matrix, source, np.repeat(area * dz, nz), wall


def steady_flux(faces, nz, speed, rate, feed, stream=None):
    matrix, source, _, wall = build(faces, nz, speed, rate, feed, stream)
    return wall * spsolve(matrix, source)[::nz]   # flux / feed density


def spread(values):
    return np.ptp(values) / np.mean(values)


res_diff, res_inlet = gas_resistances(inlet_speed, diffusivity)
res_gas = res_diff + res_inlet
flux_speed = 1 / (1 / wall_rate + res_gas)        # J / c_f
flux = feed_density * flux_speed

nr, nz = 50, 60
faces = np.linspace(0, wafer_radius, nr + 1)
mid = (faces[1:] + faces[:-1]) / 2
ones = np.ones(nr)
uniform = steady_flux(faces, nz, inlet_speed, wall_rate * ones, ones)
spread_uniform = spread(uniform)
assert spread_uniform < 1e-9
# second-order grid error of 60 layers
formula_error = abs(uniform.mean() / flux_speed - 1)
assert formula_error < 1e-3

# formula and supply limit at other speeds, with a very reactive wall
few = np.linspace(0, wafer_radius, 5)
for speed in (0.1, 1.0, 8.0):
    numeric = steady_flux(few, 100, speed, 1e3 * np.ones(4), np.ones(4))
    formula = 1 / (1e-3 + sum(gas_resistances(speed, diffusivity)))
    assert abs(numeric.mean() / formula - 1) < 2e-3
    assert numeric.max() < speed and formula < speed

# each condition is needed: 10 % up at the centre, 10 % down at the edge
shape = 1 + 0.1 * (1 - 2 * (mid / wafer_radius)**2)
tilted_stream = np.pi * faces**2 * (1 + 0.1 * (1 - (faces / wafer_radius)**2))
spread_feed = spread(steady_flux(faces, nz, inlet_speed,
                                 wall_rate * ones, shape))
spread_speed = spread(steady_flux(faces, nz, inlet_speed,
                                  wall_rate * ones, ones, tilted_stream))
spread_stick = spread(steady_flux(faces, nz, inlet_speed,
                                  wall_rate * shape, ones))
assert min(spread_feed, spread_speed, spread_stick) > 1e-3

# ---------- a random disturbance of the gas must die out ----------
matrix, _, volume, _ = build(faces, 40, inlet_speed, wall_rate * ones, ones)
step = 1e-3
solver = splu((diags(volume) + step * matrix).tocsc())
disturbance = np.random.default_rng(1).normal(size=volume.size)
norms = [np.sqrt(np.sum(volume * disturbance**2))]
for _ in range(100):
    disturbance = solver.solve(volume * disturbance)
    norms.append(np.sqrt(np.sum(volume * disturbance**2)))
assert np.all(np.diff(norms) < 0) and norms[-1] < 0.05 * norms[0]
disturbance_left = norms[-1] / norms[0]

# ---------- full pulse with gas filling and radially resolved coverage ------
target = 0.99


def law_time(density):
    return site_density / density * (-np.log(1 - target) / wall_rate
                                     + res_gas * target)


def pulse(density, nrad=8, layers=30):
    edges = np.linspace(0, wafer_radius, nrad + 1)
    mat, src, vol, _ = build(edges, layers, inlet_speed,
                             np.zeros(nrad), np.ones(nrad))
    mat = mat.toarray()
    dz = gap / layers
    ncell = nrad * layers

    def rhs(t, y):
        gas, cover = y[:ncell], y[ncell:]
        rate = wall_rate * (1 - cover)
        uptake = rate / (1 + rate * dz / (2 * diffusivity)) * gas[::layers]
        change = (src - mat @ gas) / vol
        change[::layers] -= uptake / dz
        return np.concatenate([change, density * uptake / site_density])

    def reached(t, y):
        return y[ncell:].mean() - target
    reached.terminal = True
    run = solve_ivp(rhs, (0, 3 * law_time(density)), np.zeros(ncell + nrad),
                    method="BDF", rtol=1e-6, atol=1e-9, events=reached)
    assert run.success and len(run.t_events[0]) == 1
    return run.t_events[0][0], np.ptp(run.y[ncell:], axis=0).max()


pulse_time, cover_spread = pulse(feed_density)
slow_time, slow_spread = pulse(feed_density / 10)
assert max(cover_spread, slow_spread) < 1e-5
delay = pulse_time / law_time(feed_density) - 1
slow_delay = slow_time / law_time(feed_density / 10) - 1
assert 0 < delay < 0.1
# proportional to feed density up to the next order in the gas inventory
assert 7 < delay / slow_delay < 13

# ---------- size of neglected effects ----------
ring_faces = np.linspace(0, 0.200, 81)
ring_mid = (ring_faces[1:] + ring_faces[:-1]) / 2
on_wafer = ring_mid < wafer_radius
ring_flux = steady_flux(ring_faces, nz, inlet_speed,
                        np.where(on_wafer, wall_rate, 0.0), np.ones(80))
excess = ring_flux[on_wafer] / flux_speed - 1
assert abs(excess[0]) < 2e-3 and excess[-1] > 0.005
affected = ring_mid[on_wafer][np.abs(excess) > 0.01]
edge_zone = wafer_radius - affected.min() if affected.size else 0.0

cool = 450.0                       # K, all gas cooler, same molar feed
ratio_t = cool / temperature
cool_res = sum(gas_resistances(inlet_speed * ratio_t,
                               diffusivity * ratio_t**1.75))
cool_change = (feed_density / ratio_t) / (1 / wall_rate + cool_res) / flux - 1
thermal_factor = 0.3               # rough thermal diffusion factor
soret = thermal_factor * np.log(temperature / cool)
buoyancy = const.g * (1 - ratio_t) * gap / inlet_speed**2
pressure_drop = (-pressure_constant * viscosity * inlet_speed
                 * wafer_radius**2 / (4 * gap**3)) / pressure
edge_speed = wafer_radius * inlet_speed * slope.max() / (2 * gap)
mach = edge_speed / np.sqrt(1.4 * thermal_energy / mass_carrier)
knudsen = 3 * diffusivity / mean_speed / gap
half_sticking = sticking / 2
net_flow = flux / gas_density * gap / diffusivity
standard_density = const.atm / (const.k * 273.15)
slm = (inlet_speed * np.pi * wafer_radius**2 * gas_density
       / standard_density * 60 * 1000)

# ---------- output ----------
print(f"Temperature: {temperature:.0f} K")
print(f"Pressure: {pressure_torr:.1f} Torr")
print(f"Gap: {gap*1e3:.0f} mm")
print(f"Wafer radius: {wafer_radius*1e3:.0f} mm")
print(f"Inlet speed: {inlet_speed:.2f} m/s")
print(f"Carrier flow over wafer area: {slm:.2f} standard L/min")
print(f"Diffusivity: {diffusivity*1e4:.0f} cm2/s")
print(f"Viscosity: {viscosity:.1e} Pa s")
print(f"Precursor mole fraction: {mole_fraction*100:.2f} %")
print(f"Initial sticking: {sticking:.3f}")
print(f"Site density: {site_density*1e-18:.1f} nm^-2")
print(f"Gas number density: {gas_density:.3e} m^-3")
print(f"Feed precursor density: {feed_density:.3e} m^-3")
print(f"Precursor mean speed: {mean_speed:.1f} m/s")
print(f"Wall rate constant k0: {wall_rate:.4f} m/s")
print(f"Reynolds number WH/nu: {reynolds:.3f}")
print(f"Peclet number WH/D: {peclet:.3f}")
print(f"Flow constant K: {pressure_constant:.3f}")
print(f"Largest radial speed at edge: {edge_speed:.2f} m/s")
print(f"Wall resistance 1/k0: {1/wall_rate:.4f} s/m")
print(f"Diffusive resistance I/D: {res_diff:.4f} s/m")
print(f"Inlet resistance E(H)/W: {res_inlet:.4f} s/m")
print(f"Total resistance: {1/flux_speed:.4f} s/m")
print(f"Initial steady flux J: {flux*1e-18:.3f} nm^-2 s^-1")
print(f"Fraction of feed used: {flux_speed/inlet_speed*100:.1f} %")
print(f"Density at wafer / feed: {flux_speed/wall_rate:.4f}")
print(f"Density at inlet / feed: {1-flux_speed*res_inlet:.4f}")
print(f"2D flux, difference from formula: {formula_error*100:.4f} %")
print(f"2D flux, radial spread: {spread_uniform:.0e}")
print(f"Flux spread, feed +-10 %: {spread_feed*100:.2f} %")
print(f"Flux spread, inlet speed +-10 %: {spread_speed*100:.2f} %")
print(f"Flux spread, sticking +-10 %: {spread_stick*100:.2f} %")
print(f"Disturbance left after 0.1 s: {disturbance_left:.1e}")
print(f"99 % coverage, fast-gas law: {law_time(feed_density):.3f} s")
print(f"99 % coverage, full pulse: {pulse_time:.3f} s")
print(f"Relative delay of full pulse: {delay*100:.2f} %")
print(f"Same delay at one tenth feed: {slow_delay*100:.2f} %")
print(f"Largest radial coverage difference: {cover_spread:.0e}")
print("Neglected effects:")
print(f"Inert ring, flux excess in last 2.5 mm: {excess[-1]*100:.2f} %")
print(f"Inert ring, zone above 1 %: {edge_zone*1e3:.1f} mm from edge")
print(f"Inert ring, flux change at centre: {excess[0]*100:.3f} %")
print(f"All gas at {cool:.0f} K, flux change: {cool_change*100:.2f} %")
print(f"Thermal diffusion (factor {thermal_factor}): {soret*100:.1f} %")
print(f"Buoyancy / inertia: {buoyancy:.4f}")
print(f"Radial pressure drop / pressure: {pressure_drop*100:.3f} %")
print(f"Mach number at edge: {mach:.4f}")
print(f"Knudsen number: {knudsen:.4f}")
print(f"Sticking correction beta/2: {half_sticking*100:.2f} %")
print(f"Net flow from uptake / diffusion speed: {net_flow:.1e}")
print("success")
```

It prints:

```
Temperature: 500 K
Pressure: 1.0 Torr
Gap: 20 mm
Wafer radius: 150 mm
Inlet speed: 1.00 m/s
Carrier flow over wafer area: 3.05 standard L/min
Diffusivity: 140 cm2/s
Viscosity: 2.6e-05 Pa s
Precursor mole fraction: 0.10 %
Initial sticking: 0.010
Site density: 4.0 nm^-2
Gas number density: 1.931e+22 m^-3
Feed precursor density: 1.931e+19 m^-3
Precursor mean speed: 383.2 m/s
Wall rate constant k0: 0.9580 m/s
Reynolds number WH/nu: 0.691
Peclet number WH/D: 1.429
Flow constant K: -13.096
Largest radial speed at edge: 5.65 m/s
Wall resistance 1/k0: 1.0439 s/m
Diffusive resistance I/D: 1.1750 s/m
Inlet resistance E(H)/W: 0.4856 s/m
Total resistance: 2.7045 s/m
Initial steady flux J: 7.141 nm^-2 s^-1
Fraction of feed used: 37.0 %
Density at wafer / feed: 0.3860
Density at inlet / feed: 0.8205
2D flux, difference from formula: 0.0006 %
2D flux, radial spread: 3e-14
Flux spread, feed +-10 %: 9.75 %
Flux spread, inlet speed +-10 %: 3.85 %
Flux spread, sticking +-10 %: 9.98 %
Disturbance left after 0.1 s: 7.5e-06
99 % coverage, fast-gas law: 1.336 s
99 % coverage, full pulse: 1.360 s
Relative delay of full pulse: 1.76 %
Same delay at one tenth feed: 0.17 %
Largest radial coverage difference: 9e-10
Neglected effects:
Inert ring, flux excess in last 2.5 mm: 11.55 %
Inert ring, zone above 1 %: 8.7 mm from edge
Inert ring, flux change at centre: 0.001 %
All gas at 450 K, flux change: 2.02 %
Thermal diffusion (factor 0.3): 3.2 %
Buoyancy / inertia: 0.0196
Radial pressure drop / pressure: 0.180 %
Mach number at edge: 0.0124
Knudsen number: 0.0055
Sticking correction beta/2: 0.50 %
Net flow from uptake / diffusion speed: 5.3e-04
success
```
